\section*{Gauge-origin dependence of the kinetic, Zeeman and diamagnetic energies, part 2}

How do the energy terms of $N$ electrons in a uniform field $\mathbf B$ change when the gauge origin moves from $\mathbf O$ to $\mathbf O'=\mathbf O+\mathbf d$? Atomic units are used, with electron charge $-1$ and $\mathbf p=-i\nabla$. Assume (a) $V$ is a real function of position, independent of the origin; (b) space is unbounded or has walls where $\psi$ vanishes; (c) averaged states are normalized and decay fast enough to leave no surface terms.

With $\mathbf A_{\mathbf O}(\mathbf r)=\tfrac12\mathbf B\times(\mathbf r-\mathbf O)$ and $\mathbf A_j=\mathbf A_{\mathbf O}(\mathbf r_j)$, $H_{\mathbf O}=\sum_j\tfrac12(\mathbf p_j+\mathbf A_j)^2+V=T+Z_{\mathbf O}+D_{\mathbf O}+V$, where $T=\sum_j\tfrac12p_j^2$, $Z_{\mathbf O}=\sum_j\mathbf A_j\cdot\mathbf p_j$, $D_{\mathbf O}=\sum_j\tfrac12A_j^2$. Let $\mathbf R=\sum_j\mathbf r_j$, $\mathbf P=\sum_j\mathbf p_j$, $\boldsymbol{\mathcal A}=\sum_j\mathbf A_j$, $\boldsymbol\Pi=\mathbf P+\boldsymbol{\mathcal A}$, $\mathbf k=\tfrac12\mathbf B\times\mathbf d$, $U=e^{i\mathbf k\cdot\mathbf R}$, and let $H_0=T+V$ have eigenstates $|n\rangle$ with energies $E_n$.

Lemma 2: $\mathbf A_{\mathbf O'}=\mathbf A_{\mathbf O}-\mathbf k$ and $Z_{\mathbf O'}=Z_{\mathbf O}-\mathbf k\cdot\mathbf P$.
Lemma 3: $U$ is unitary, commutes with functions of position, and $U^\dagger\mathbf p_jU=\mathbf p_j+\mathbf k$.
Lemma 4: $i[H_{\mathbf O},\mathbf R]=\boldsymbol\Pi$ and $i[H_0,\mathbf R]=\mathbf P$; $\langle\mathbf P\rangle=-\langle\boldsymbol{\mathcal A}\rangle$ in eigenstates of $H_{\mathbf O}$; $\langle n|\mathbf P|m\rangle=i(E_n-E_m)\langle n|\mathbf R|m\rangle$.

Theorem 1 states: (i) $H_{\mathbf O'}=UH_{\mathbf O}U^\dagger$, with equal spectra and multiplicities; (ii) from any $\psi$ at $\mathbf O$ to $\psi'=U\psi$ at $\mathbf O'$,
\begin{equation}
\Delta T=\mathbf k\cdot\langle\mathbf P\rangle+\tfrac N2k^2,\quad
\Delta Z=\mathbf k\cdot\langle\boldsymbol{\mathcal A}\rangle-\mathbf k\cdot\langle\mathbf P\rangle-Nk^2,\quad
\Delta D=-\mathbf k\cdot\langle\boldsymbol{\mathcal A}\rangle+\tfrac N2k^2,
\label{eq:general}
\end{equation}
with zero sum; (iii) for an eigenstate with centroid $\mathbf c=\langle\mathbf R\rangle/N$,
\begin{equation}
\Delta T=\Delta D=-\tfrac12\Delta Z=\frac N8\Big(|\mathbf B\times(\mathbf c-\mathbf O')|^2-|\mathbf B\times(\mathbf c-\mathbf O)|^2\Big).
\label{eq:eigen}
\end{equation}

Theorem 2 states: (i) the matrix of $Z_{\mathbf O}$ within a bound level of $H_0$ is origin independent; (ii) for spatially nondegenerate bound $|0\rangle$, with $\omega_n=E_n-E_0$, $E_{\rm dia}=\langle0|D_{\mathbf O}|0\rangle$ and $E_{\rm para}=-\sum_{n\ne0}|\langle n|Z_{\mathbf O}|0\rangle|^2/\omega_n$, $\Delta E_{\rm para}=-\Delta E_{\rm dia}=\mathbf k\cdot\langle0|\boldsymbol{\mathcal A}|0\rangle-\tfrac N2k^2$; (iii) in the exact state developing from $|0\rangle$, $\langle Z_{\mathbf O}\rangle=2E_{\rm para}$, $\langle D_{\mathbf O}\rangle=E_{\rm dia}$ and $\langle H_0\rangle-E_0=-E_{\rm para}$, up to order $B^4$.

For one electron in the ground state of a planar well $\tfrac12\omega^2\rho^2$, with $\Omega^2=\omega^2+B^2/4$, moving the origin from the centre by $\mathbf d$ gave
\begin{align}
\langle T\rangle'&=\tfrac12\langle(\mathbf p+\mathbf k)^2\rangle=\frac\Omega2+\frac{B^2d^2}{8},\nonumber\\
\langle Z\rangle'&=\langle(\mathbf A-\mathbf k)\cdot(\mathbf p+\mathbf k)\rangle=-k^2=-\frac{B^2d^2}{4},\label{eq:fdshift}\\
\langle D\rangle'&=\tfrac12\langle(\mathbf A-\mathbf k)^2\rangle=\frac{B^2}{8\Omega}+\frac{B^2d^2}{8}.\nonumber
\end{align}

\section{Proof of Theorem 1}

\emph{Part (i).} Lemmas 2 and 3 give
\begin{equation}
U^\dagger(\mathbf p_j+\mathbf A_{\mathbf O'})U=(\mathbf p_j+\mathbf k)+(\mathbf A_{\mathbf O}-\mathbf k)=\mathbf p_j+\mathbf A_{\mathbf O}.
\label{eq:cov}
\end{equation}
Inserting $UU^\dagger=1$ between the two factors of the square shows $U^\dagger(\mathbf p_j+\mathbf A_{\mathbf O'})^2U=(\mathbf p_j+\mathbf A_{\mathbf O})^2$, and $U^\dagger VU=V$ by (a). Hence $U^\dagger H_{\mathbf O'}U=H_{\mathbf O}$. By (b), $U$ preserves the boundary conditions, and it is symmetric in the electron labels, so it preserves antisymmetry. If $H_{\mathbf O}\psi=E\psi$, then $H_{\mathbf O'}U\psi=UH_{\mathbf O}\psi=EU\psi$. The converse follows with $U^\dagger$, and a unitary map between eigenspaces preserves their dimension.

\emph{Part (ii).} Each shifted expectation value is $\langle\psi|U^\dagger(\cdot)U|\psi\rangle$, so $\mathbf p_j$ is replaced by $\mathbf p_j+\mathbf k$ and, for the primed operators, $\mathbf A_j\equiv\mathbf A_{\mathbf O}(\mathbf r_j)$ by $\mathbf A_j-\mathbf k$. The vector $\mathbf k$ is a number and commutes with everything:
\begin{align}
U^\dagger TU&=\sum_j\tfrac12(\mathbf p_j+\mathbf k)^2=T+\mathbf k\cdot\mathbf P+\tfrac N2k^2,\\
U^\dagger Z_{\mathbf O'}U&=\sum_j(\mathbf A_j-\mathbf k)\cdot(\mathbf p_j+\mathbf k)=Z_{\mathbf O}+\mathbf k\cdot\boldsymbol{\mathcal A}-\mathbf k\cdot\mathbf P-Nk^2,\\
U^\dagger D_{\mathbf O'}U&=\sum_j\tfrac12(\mathbf A_j-\mathbf k)^2=D_{\mathbf O}-\mathbf k\cdot\boldsymbol{\mathcal A}+\tfrac N2k^2 .
\end{align}
Averaging in $\psi$ gives (\ref{eq:general}). In the sum, $\mathbf k\cdot\mathbf P$ cancels between the first and second lines, $\mathbf k\cdot\boldsymbol{\mathcal A}$ between the second and third, and the constants add to $\tfrac N2-N+\tfrac N2=0$ times $k^2$.

\emph{Part (iii).} Lemma 4 allows $\langle\mathbf P\rangle$ to be replaced by $-\langle\boldsymbol{\mathcal A}\rangle$. Then $\Delta T=-\mathbf k\cdot\langle\boldsymbol{\mathcal A}\rangle+\tfrac N2k^2=\Delta D$ and $\Delta Z=2\mathbf k\cdot\langle\boldsymbol{\mathcal A}\rangle-Nk^2=-2\Delta D$. Because $\mathbf A_{\mathbf O}$ is linear in position, $\langle\boldsymbol{\mathcal A}\rangle=\tfrac12\mathbf B\times(\langle\mathbf R\rangle-N\mathbf O)=N\mathbf a$ with $\mathbf a=\tfrac12\mathbf B\times(\mathbf c-\mathbf O)$. Completing the square,
\begin{equation}
\Delta D=N\big(\tfrac12k^2-\mathbf k\cdot\mathbf a\big)=\tfrac N2\big(|\mathbf a-\mathbf k|^2-|\mathbf a|^2\big),
\end{equation}
and $\mathbf a-\mathbf k=\tfrac12\mathbf B\times(\mathbf c-\mathbf O-\mathbf d)=\tfrac12\mathbf B\times(\mathbf c-\mathbf O')$. The factor $\tfrac12$ squared turns $\tfrac N2$ into $\tfrac N8$. $\square$

\paragraph{Remark 1 (what is invariant).} Since $|\psi'|^2=|\psi|^2$, the density, the centroid $\mathbf c$ and $\langle V\rangle$ are unchanged. By (\ref{eq:cov}), every expectation value built from positions and kinetic momenta $\mathbf p_j+\mathbf A$ is unchanged, among them the current density and the physical kinetic energy $T+Z+D=\sum_j\tfrac12(\mathbf p_j+\mathbf A)^2$. The three pieces separately are not built in this way, and their values describe the pair formed by the state and the chosen origin.

\paragraph{Remark 2 (the centroid as origin).} Taking the first origin at $\mathbf c$ in (\ref{eq:eigen}), and writing $s$ for the distance between $\mathbf c$ and the second origin $\mathbf O$ measured in the plane normal to $\mathbf B$, so that $|\mathbf B\times(\mathbf c-\mathbf O)|=Bs$,
\begin{equation}
\langle T\rangle_{\mathbf O}=\langle T\rangle_{\mathbf c}+\tfrac N8B^2s^2,\qquad
\langle Z\rangle_{\mathbf O}=\langle Z\rangle_{\mathbf c}-\tfrac N4B^2s^2,\qquad
\langle D\rangle_{\mathbf O}=\langle D\rangle_{\mathbf c}+\tfrac N8B^2s^2 .
\end{equation}
For a given eigenstate $\langle T\rangle$ and $\langle D\rangle$ are smallest, and $\langle Z\rangle$ largest, when the origin lies on the field line through the centroid, where $\langle\mathbf P\rangle=\langle\boldsymbol{\mathcal A}\rangle=0$. Equation~(\ref{eq:fdshift}) is the case $N=1$, $s=d$. Different eigenstates have different centroids in general, so no single origin need be optimal for all of them.

\paragraph{Remark 3 (when two terms cancel).} In an eigenstate $\Delta Z+\Delta D=-\Delta D$. For $\mathbf B\neq0$ this vanishes exactly when $\mathbf O$ and $\mathbf O'$ are equally far from $\mathbf c$ in the plane normal to $\mathbf B$, and then $\Delta T$, $\Delta Z$ and $\Delta D$ are each zero. Nonzero Zeeman and diamagnetic shifts never cancel each other in an exact eigenstate.

\paragraph{Remark 4 (degenerate levels).} Part (iii) holds for every vector $\psi$ of a degenerate eigenspace paired with $U\psi$. Two independent diagonalizations may return different bases of the eigenspace, and the comparison must be made between a vector and its own image.

\paragraph{Corollary (the phase omitted).} For any $\psi$, $\langle\psi|H_{\mathbf O'}|\psi\rangle=\langle\psi|H_{\mathbf O}|\psi\rangle-\mathbf k\cdot\langle\boldsymbol\Pi\rangle+\tfrac N2k^2$. For an eigenstate of $H_{\mathbf O}$ the energy rises by $\tfrac N2k^2$.

\emph{Proof.} By Lemma 2, $\tfrac12(\mathbf p_j+\mathbf A_j-\mathbf k)^2=\tfrac12(\mathbf p_j+\mathbf A_j)^2-\mathbf k\cdot(\mathbf p_j+\mathbf A_j)+\tfrac12k^2$. Summing and averaging gives the first statement, and Lemma 4 removes the middle term. $\square$

In the new gauge the unphased function describes the same density moving with velocity $-\mathbf k$ per electron, and $\tfrac N2k^2$ is the kinetic energy of that spurious motion.

\section{Proof of Theorem 2}

Sums over $n$ run over a complete set, continuum included. Let $X=\mathbf k\cdot\mathbf R$, and write $Z=Z_{\mathbf O}$, $Z'=Z_{\mathbf O'}$, $Z_{nm}=\langle n|Z|m\rangle$.

\emph{Part (i).} Lemmas 2 and 4 give $Z'_{nm}=Z_{nm}-i(E_n-E_m)X_{nm}$. Within one level $E_n=E_m$ and the correction is zero. The first-order Zeeman splitting is the set of eigenvalues of this matrix, so it is independent of the origin.

\emph{Part (ii).} $Z$ is of first order in $B$ and $D$ of second order, so the energy of order $B^2$ is the first-order effect of $D$ plus the second-order effect of $Z$, that is $E_{\rm dia}+E_{\rm para}$. The shift of $E_{\rm dia}$ is read from the operator identity $D_{\mathbf O'}=D_{\mathbf O}-\mathbf k\cdot\boldsymbol{\mathcal A}+\tfrac N2k^2$, averaged in the field-free state, which carries no phase:
\begin{equation}
\Delta E_{\rm dia}=-\mathbf k\cdot\langle0|\boldsymbol{\mathcal A}|0\rangle+\tfrac N2k^2 .
\end{equation}
For $E_{\rm para}$, $Z'_{n0}=Z_{n0}-i\omega_nX_{n0}$, and with $Z_{n0}^*=Z_{0n}$,
\begin{equation}
|Z'_{n0}|^2=|Z_{n0}|^2+\omega_n^2|X_{n0}|^2-2\omega_n\,\mathrm{Re}\,(iZ_{0n}X_{n0}).
\end{equation}
Dividing by $-\omega_n$ and summing,
\begin{equation}
\Delta E_{\rm para}=-\sum_{n\neq0}\omega_n|X_{n0}|^2+2\,\mathrm{Re}\Big(i\sum_{n\ne0}Z_{0n}X_{n0}\Big).
\label{eq:dpara}
\end{equation}
The first sum is the Thomas--Reiche--Kuhn sum. Expanding the double commutator, $[X,[H_0,X]]=2XH_0X-X^2H_0-H_0X^2$, and inserting the complete set gives $\langle0|[X,[H_0,X]]|0\rangle=2\sum_n(E_n-E_0)|X_{n0}|^2$, in which $n=0$ contributes nothing. On the other hand Lemma 4 gives $[H_0,X]=-i\mathbf k\cdot\mathbf P$, and $[\mathbf k\cdot\mathbf r_j,\mathbf k\cdot\mathbf p_j]=ik^2$ for each electron, so $[X,[H_0,X]]=-i\cdot iNk^2=Nk^2$. Therefore
\begin{equation}
\sum_{n\ne0}\omega_n|X_{n0}|^2=\tfrac N2k^2 .
\label{eq:trk}
\end{equation}
In the second sum the energy denominator has cancelled, and closure gives $\sum_{n\neq0}Z_{0n}X_{n0}=\langle ZX\rangle_0-\langle Z\rangle_0\langle X\rangle_0$. The product of two expectation values of Hermitian operators is real and does not contribute to $\mathrm{Re}(i\,\cdot)$. Since $\langle ZX\rangle_0^*=\langle XZ\rangle_0$, $2\,\mathrm{Re}(i\langle ZX\rangle_0)=i\langle ZX\rangle_0-i\langle XZ\rangle_0=i\langle[Z,X]\rangle_0$. With $[\mathbf A_j\cdot\mathbf p_j,\mathbf k\cdot\mathbf r_j]=\mathbf A_j\cdot[\mathbf p_j,\mathbf k\cdot\mathbf r_j]=-i\mathbf A_j\cdot\mathbf k$, this equals $\mathbf k\cdot\langle\boldsymbol{\mathcal A}\rangle_0$. Equation~(\ref{eq:dpara}) becomes $\Delta E_{\rm para}=-\tfrac N2k^2+\mathbf k\cdot\langle\boldsymbol{\mathcal A}\rangle_0=-\Delta E_{\rm dia}$.

\emph{Part (iii).} Complex conjugation leaves $T$, $V$ and $D$ unchanged and reverses the sign of $Z$, which contains one factor $-i\nabla$ with real coefficients. It therefore maps $H_{\mathbf O}(\mathbf B)$ to $H_{\mathbf O}(-\mathbf B)$, and for a nondegenerate state $\psi(-\mathbf B)=\psi(\mathbf B)^*$ up to a constant phase. An expectation value of the conjugated operator in the conjugated state is the conjugate of the original value, which is real. Hence $E$, $\langle Z\rangle$, $\langle D\rangle$ and $\langle H_0\rangle$ are even functions of $\mathbf B$. Their expansions contain no odd orders, and in particular $Z_{00}=0$. To first order the state is $|0\rangle+\sum_{n\neq0}c_n|n\rangle$ with $c_n=-Z_{n0}/\omega_n$. At order $B^2$,
\begin{align}
\langle Z\rangle&=2\,\mathrm{Re}\sum_{n\ne0}Z_{0n}c_n=-2\sum_{n\ne0}\frac{|Z_{n0}|^2}{\omega_n}=2E_{\rm para},\\
\langle H_0\rangle-E_0&=\sum_{n\neq0}\omega_n|c_n|^2=\sum_{n\ne0}\frac{|Z_{n0}|^2}{\omega_n}=-E_{\rm para}.
\end{align}
The second line holds because $H_0-E_0$ annihilates $|0\rangle$, so second-order corrections to the state, and the normalization, enter only at higher order. $D$ is already of order $B^2$, so $\langle D\rangle=E_{\rm dia}$ at this order. By evenness the remainders start at $B^4$. $\square$

\paragraph{Remark 5 (the two theorems agree).} The paramagnetic energy is a gain $2E_{\rm para}$ in $\langle Z\rangle$ less a cost $-E_{\rm para}$ of distorting the field-free state. For the ground state all $\omega_n>0$, so $E_{\rm para}\le0$ and $E_{\rm dia}\geq0$. Under a shift of origin, parts (ii) and (iii) give $\Delta Z=2\Delta E_{\rm para}=-2\Delta E_{\rm dia}$, $\Delta D=\Delta E_{\rm dia}$ and $\Delta\langle H_0\rangle=+\Delta E_{\rm dia}$ at order $B^2$. Since $\langle V\rangle$ is invariant, the last of these is $\Delta T$. This is (\ref{eq:eigen}) with the field-free centroid in place of the exact one. The quantity that cancels the diamagnetic shift is $\Delta E_{\rm para}=\Delta Z+\Delta T$, which already includes the kinetic term.

\paragraph{Remark 6 (all orders).} By Theorem 1 the exact level is independent of $\mathbf O$ for every $\mathbf B$, so each coefficient of its expansion in the field strength is independent of $\mathbf O$. This covers degenerate levels and higher orders. The explicit proof above adds the mechanism: completeness is used in (\ref{eq:trk}) and in the closure sum, and both sums carry the factor $X_{n0}$. A truncated set of states keeps the cancellation if it contains every state that $X$ connects to $|0\rangle$, as the one-quantum states do for the ground state of a harmonic well. Otherwise it breaks the cancellation in general.

\section{Approximate wave functions}

\paragraph{Proposition 1.} Let an approximate energy be defined as the minimum of $\langle\Phi|H_{\mathbf O}|\Phi\rangle$ over a set $\mathcal S_{\mathbf O}$ of normalized trial functions. If $\mathcal S_{\mathbf O'}=U\mathcal S_{\mathbf O}$, the approximate energy is independent of the origin.

\emph{Proof.} $\langle U\Phi|H_{\mathbf O'}|U\Phi\rangle=\langle\Phi|H_{\mathbf O}|\Phi\rangle$ by Theorem 1(i), so both minima are taken over the same set of numbers. $\square$

$U$ is a product of one-electron factors and turns a determinant of orbitals $\varphi_i$ into the determinant of $e^{i\mathbf k\cdot\mathbf r}\varphi_i$. The set of all closed-shell determinants is mapped onto itself, so restricted Hartree--Fock theory in a complete orbital basis is origin independent. A finite basis of field-independent functions is not mapped onto itself, because a Gaussian times a plane wave is not a finite combination of the given Gaussians. London orbitals restore the condition. A function $\chi_\mu$ centred at $\mathbf R_\mu$ is multiplied by the phase that carries the origin from $\mathbf R_\mu$ to $\mathbf O$, namely $\exp\{\tfrac i2[\mathbf B\times(\mathbf O-\mathbf R_\mu)]\cdot\mathbf r\}$. Replacing $\mathbf O$ by $\mathbf O+\mathbf d$ multiplies every such function by $e^{i\mathbf k\cdot\mathbf r}$, which is the hypothesis of Proposition 1.

\paragraph{Proposition 2 (closed-shell Hartree--Fock in a fixed real basis).} Let $i,j$ label occupied and $a,b$ virtual field-free real orbitals, with energies $\varepsilon$ and integrals $(pq|rs)=\iint\varphi_p(1)\varphi_q(1)r_{12}^{-1}\varphi_r(2)\varphi_s(2)$. Let
\begin{equation}
M_{ai,bj}=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}+(aj|bi)-(ab|ij)
\end{equation}
be positive definite. Write the one-electron Zeeman operator as $-i\hat w$ with $\hat w=\tfrac12\mathbf B\cdot[(\mathbf r-\mathbf O)\times\nabla]$ and $w_{ai}=\langle a|\hat w|i\rangle$. Then at order $B^2$, $E_{\rm para}=-2\,w^{\mathsf T}M^{-1}w$ and $\langle Z\rangle=2E_{\rm para}$. If a twofold rotation about the field line through $\mathbf O$ is a symmetry of the molecule, the basis and the field-free determinant, then
\begin{equation}
\Delta E_{\rm dia}=\tfrac N2k^2,\qquad \Delta E_{\rm para}=-\tfrac S2k^2,\qquad S=4\,g^{\mathsf T}M^{-1}g,\quad g_{ai}=\langle a|\hat{\mathbf k}\cdot\nabla|i\rangle,
\label{eq:S}
\end{equation}
with $\hat{\mathbf k}=\mathbf k/k$. The total changes by $\tfrac12(N-S)k^2$, and $S=N$ in a complete basis.

\emph{Proof.} With the one-spin density matrix $\gamma_{qp}=\sum_iC_{qi}C_{pi}^*$ in the basis of field-free orbitals, the closed-shell energy $2\sum_ih_{ii}+\sum_{ij}[2(ii|jj)-(ij|ji)]$ reads
\begin{equation}
E=2\,\mathrm{tr}\,h\gamma+\sum_{pqrs}\gamma_{qp}\gamma_{sr}\big[2(pq|rs)-(ps|rq)\big].
\end{equation}
Expand $h=h_0+h_1+h_2$ and $\gamma=\gamma_0+\gamma_1+\gamma_2$ in powers of $B$, where $(h_1)_{pq}=-iw_{pq}$ with $w$ real and antisymmetric, and $h_2$ is the one-electron diamagnetic operator. The field-free energy is unchanged by $\gamma\to\gamma^*$, so its quadratic form has no cross term between real and imaginary variations. The trace of the imaginary antisymmetric $h_1$ with a real symmetric variation is zero. Only imaginary variations are driven: $(\gamma_1)_{ai}=iu_{ai}$, $(\gamma_1)_{ia}=-iu_{ai}$ with real $u$. The condition $\gamma^2=\gamma$ at second order, $\gamma_0\gamma_2+\gamma_2\gamma_0+\gamma_1^2=\gamma_2$, fixes $(\gamma_2)_{ij}=-\sum_au_{ai}u_{aj}$ and $(\gamma_2)_{ab}=\sum_iu_{ai}u_{bi}$. Terms linear in the change of $\gamma$ with field-free operators collect to $2\,\mathrm{tr}\,F(\gamma_1+\gamma_2)$, where the Fock matrix $F$ is diagonal, which gives $2\sum(\varepsilon_a-\varepsilon_i)u_{ai}^2$. In the term quadratic in $\gamma_1$, the Coulomb part vanishes because $(pq|rs)$ is symmetric in $p,q$ and $\gamma_1$ is antisymmetric. The exchange part has four index choices. The pairs $(q,p),(s,r)=(a,i),(b,j)$ and $(i,a),(j,b)$ each give $\gamma\gamma=-u_{ai}u_{bj}$ with the integral $(aj|bi)$, and the two mixed choices each give $+u_{ai}u_{bj}$ with $(ab|ij)$. Including the minus sign of exchange, the sum is $2\sum u_{ai}u_{bj}[(aj|bi)-(ab|ij)]$. The driving term is
\begin{equation}
2\,\mathrm{tr}\,h_1\gamma_1=2\sum_{ai}\big[(-iw_{ia})(iu_{ai})+(-iw_{ai})(-iu_{ai})\big]=2\sum_{ai}(w_{ia}-w_{ai})u_{ai}=-4\,w^{\mathsf T}u .
\end{equation}
The second-order energy is $2\,\mathrm{tr}\,h_2\gamma_0+2u^{\mathsf T}Mu-4w^{\mathsf T}u$. The first term is $E_{\rm dia}$. The rest is minimal at $u=M^{-1}w$, with value $-2w^{\mathsf T}M^{-1}w$, and there $\langle Z\rangle=-4w^{\mathsf T}M^{-1}w=2E_{\rm para}$.

By Lemma 2 the shifted operator is $-i(\hat w-\mathbf k\cdot\nabla)$, so $w'=w-kg$ and, $M$ being symmetric, $\Delta E_{\rm para}=4k\,w^{\mathsf T}M^{-1}g-2k^2g^{\mathsf T}M^{-1}g$. The twofold rotation leaves $\hat w$ unchanged, reverses $\hat{\mathbf k}\cdot\nabla$ because $\mathbf k\perp\mathbf B$, and commutes with $M$. The cross term equals its own negative and vanishes. The same rotation puts the centroid on the axis, so $\langle\boldsymbol{\mathcal A}\rangle_0=0$ and $\Delta E_{\rm dia}=\tfrac N2k^2$. In a complete basis Proposition 1 makes the total invariant at each order in $B$, which requires $S=N$. $\square$

The error $\tfrac12(N-S)k^2=\tfrac18(N-S)B^2d_\perp^2$, with $d_\perp$ the part of $\mathbf d$ normal to the field, grows as the square of the displacement. A basis with no response along $\hat{\mathbf k}$ has $S=0$ and pays the full $\tfrac N2k^2$ of the Corollary. To first order in $\mathbf k$ the phase changes $\varphi_i$ by $i(\mathbf k\cdot\mathbf r)\varphi_i$, so a basis can follow the phase to this order only if it represents each occupied orbital multiplied by a coordinate. This alone does not guarantee $S=N$: when the occupied orbitals are not exact solutions of the Hartree--Fock equations, their second-order change $-\tfrac12(\mathbf k\cdot\mathbf r)^2\varphi_i$ can also contribute to the energy at order $k^2$, and the basis need not contain it.

Both theorems are now proved, and approximate energies have been shown to be origin independent when the set of trial functions is carried along by the phase $U$, a condition that a finite basis of field-independent functions does not meet. What remains is to see where the assumptions fail and to test the results numerically on an asymmetric well and on methane.
